\section*{Why tensile strain can raise the electron mobility of monolayer MoS2}

\section{Valleys, strain and conventions}

In monolayer MoS$_2$ the lowest conduction-band minima are the two K valleys. Six further minima, the Q valleys, lie between $\Gamma$ and the K points at an energy $\Delta$ above the K edge. The energy $E$ of an electron is measured from the edge of the valley it occupies. Both kinds of valley are taken as parabolic and isotropic, with masses $m_K$ and $m_Q$. Spin--orbit splitting is neglected, so each valley is spin degenerate. Mobility $\mu$ is the positive ratio of drift speed to electric field.

Biaxial strain $s$, positive in tension, shifts the two edges at different rates $\Xi_K$ and $\Xi_Q$. To first order,
\begin{equation}
\Delta(s)=\Delta_0+\beta s,\qquad \beta=\Xi_Q-\Xi_K .
\end{equation}
A shift common to both valleys cancels. ``Raising Q'' therefore means raising it relative to K, whatever either edge does on an absolute scale. Each $\Xi$ is the expectation value, in the state at the valley edge, of the derivative of the Hamiltonian with respect to strain. The K and Q states have different orbital character, so $\beta$ need not vanish, but this does not fix its sign. That $\beta>0$ is taken here as a material input from electronic-structure calculations. Biaxial strain keeps the six Q valleys equivalent; uniaxial strain can split them and would need several gaps.

Strain changes $\Delta$ alone in this model. Masses, phonons and coupling strengths stay fixed, so any change of mobility comes from the valley separation.

\section{What a K electron can scatter into}

Let a phonon of energy $\hbar\omega$ connect K and Q through an interaction $Du$, where $u$ is the lattice displacement and $D$ a constant. For a sheet of area $A$ and mass density $\rho$, the squared matrix element is
\begin{equation}
|M|^2=\frac{\hbar D^2}{2\rho A\omega}\times
\begin{cases}N&\text{absorption}\\N+1&\text{emission}\end{cases},
\qquad N=\frac{1}{e^{\hbar\omega/kT}-1}.
\end{equation}
The phonon conserves spin, so the density of final states is counted for one spin. In one Q valley it is
\begin{equation}
A\int\frac{d^2k}{(2\pi)^2}\,\delta\!\left(E'-\frac{\hbar^2k^2}{2m_Q}\right)
=\frac{A m_Q}{2\pi\hbar^2}\qquad(E'>0).
\end{equation}
The golden rule multiplies $2\pi/\hbar$, $|M|^2$, this density and the six valleys. The area cancels, leaving the rates
\begin{equation}
CN\ \text{(absorption)},\quad C(N+1)\ \text{(emission)},\qquad
C=\frac{6\,m_QD^2}{2\hbar^2\rho\omega}.
\end{equation}
The final kinetic energy in Q must be positive. It is $E+\hbar\omega-\Delta$ after absorption and $E-\hbar\omega-\Delta$ after emission, so the processes require
\begin{equation}
E>\Delta-\hbar\omega\quad\text{and}\quad E>\Delta+\hbar\omega
\end{equation}
respectively. Because the density of states is constant, each rate is a step. With $\beta>0$, tensile strain leaves the heights of the steps unchanged and moves them to higher energy, where fewer electrons are found. The suppression comes from energy conservation, with no weakening of the electron--phonon coupling.

Acoustic phonons scatter electrons within a valley. With deformation potential $D_{\rm ac}$ and $\omega_q=vq$, absorption and emission together carry the factor $2N_q+1\simeq 2kT/(\hbar vq)$ when $\hbar vq\ll kT$. Neglecting the phonon energy,
\begin{align}
|M_q|^2_{\rm total}&=\frac{\hbar D_{\rm ac}^2q^2}{2\rho A vq}\,
\frac{2kT}{\hbar vq}=\frac{D_{\rm ac}^2kT}{\rho A v^2},\\
\Gamma_{\rm ac}&=\frac{2\pi}{\hbar}\,\frac{D_{\rm ac}^2kT}{\rho A v^2}\,
\frac{Am}{2\pi\hbar^2}=\frac{mD_{\rm ac}^2kT}{\hbar^3\rho v^2}.
\end{align}
All other processes are represented by a constant, isotropic, elastic rate $\Gamma_b$ that does not depend on strain.

\section{From rates to mobility}

At low density the equilibrium occupation is $f_0\propto e^{-E/kT}$. A small force $F$ along $x$ adds a part $f_1$, odd in the wave vector. The scattering is isotropic: its probability does not depend on the final direction, nor, for given energies, on the initial one. Electrons scattered into a state therefore arrive from all initial directions with equal weight, and the odd function $f_1$ sums to zero. Only the loss term survives:
\begin{equation}
Fv_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau(E)}
\quad\Longrightarrow\quad
f_1=\frac{\tau Fv_x}{kT}f_0,
\end{equation}
with $1/\tau$ the total scattering rate. The drift velocity is the average of $v_x$ over $f_1$. The angular average of $v_x^2$ is $v^2/2=E/m$ and the density of states is constant, so with $x=E/kT$ and $F$ equal to $e$ times the field,
\begin{equation}
\mu=\frac{e}{m}\int_0^\infty x e^{-x}\,\tau(x)\,dx .
\end{equation}
The weight $xe^{-x}$ matters below: faster electrons carry more of the current.

For K electrons let
\begin{equation}
a=\frac{\Delta-\hbar\omega}{kT},\qquad b=\frac{\Delta+\hbar\omega}{kT},
\qquad \Delta\ge\hbar\omega .
\end{equation}
The lifetime takes three values: $\tau_0=1/\Gamma_0$ for $x<a$, with $\Gamma_0=\Gamma_b+\Gamma_{\rm ac}$; $\tau_1=1/(\Gamma_0+CN)$ for $a<x<b$; and $\tau_2=1/(\Gamma_0+C(2N+1))$ for $x>b$. Integration by parts gives the current weight above a threshold $c$,
\begin{equation}
W(c)=\int_c^\infty xe^{-x}dx=(1+c)e^{-c}.
\end{equation}
Hence
\begin{align}
\mu_K&=\frac{e}{m_K}\bigl\{\tau_0[1-W(a)]+\tau_1[W(a)-W(b)]+\tau_2W(b)\bigr\}\nonumber\\
&=\frac{e}{m_K}\bigl[\tau_0-(\tau_0-\tau_1)W(a)-(\tau_1-\tau_2)W(b)\bigr].
\label{muK}
\end{align}

A Q electron returning to K has final energy $E+\Delta\pm\hbar\omega$, which is never negative when $\Delta\ge\hbar\omega$. Both processes are then open at every energy, and
\begin{equation}
\mu_Q=\frac{e}{m_Q}\,
\frac{1}{\Gamma_b+\Gamma_{{\rm ac},Q}+C'(2N+1)},\qquad
C'=\frac{2m_KD^2}{2\hbar^2\rho\omega},
\end{equation}
independent of $\Delta$. The factor 2 in the numerator of $C'$ counts the K valleys.

\section{Two ways in which the gap acts}

In thermal equilibrium the fractions of electrons in the valleys, $f_K+f_Q=1$, follow from the densities of states. The small energy exchange with acoustic phonons, neglected in $\Gamma_{\rm ac}$, is needed to reach this equilibrium: with elastic and K--Q scattering alone, K electrons below $\Delta-\hbar\omega$ could never enter Q. The equilibrium ratio and the total mobility are
\begin{equation}
r=\frac{f_Q}{f_K}=\frac{6m_Q}{2m_K}e^{-\Delta/kT},\qquad
\mu=f_K\mu_K+f_Q\mu_Q .
\end{equation}
Since $f_Q=r/(1+r)$ and $dr/d\Delta=-r/kT$,
\begin{equation}
\frac{df_Q}{d\Delta}=-\frac{1}{kT}\frac{r}{(1+r)^2}=-\frac{f_Kf_Q}{kT}.
\end{equation}
Also $dW/dc=-ce^{-c}$ and $da/d\Delta=db/d\Delta=1/kT$. Differentiating the total mobility gives
\begin{align}
\frac{d\mu}{d\Delta}={}&\frac{f_K}{kT}\frac{e}{m_K}
\left[(\tau_0-\tau_1)ae^{-a}+(\tau_1-\tau_2)be^{-b}\right]\nonumber\\
&+\frac{f_Kf_Q}{kT}(\mu_K-\mu_Q).
\label{slope}
\end{align}

The first line is the suppression of intervalley scattering. It cannot be negative, because $\tau_0\ge\tau_1\ge\tau_2$. The second line is the return of electrons from Q to K, which helps if K electrons are the more mobile. Thus $\mu_K\ge\mu_Q$ is sufficient for the mobility to rise with $\Delta$, and with $\beta>0$ it then rises with tensile strain. If Q electrons were much more mobile, the second line could outweigh the first.

Both lines vanish exponentially at large $\Delta$, where $\mu$ approaches $e\tau_0/m_K$. Strain cannot remove the scattering contained in $\tau_0$.

At the other end, for $0\le\Delta<\hbar\omega$, every K electron can absorb a phonon into Q. Raising the gap within this range closes no absorption channel; it reduces emission and the Q population. In the same range slow Q electrons cannot emit a phonon into K, so $\mu_Q$ is no longer constant. It falls as the gap grows, because more Q electrons can then emit, and $\mu_K\ge\mu_Q$ no longer guarantees that the total mobility rises.

\section{A worked case}

The parameters are round model values, not a first-principles prediction for MoS$_2$: $\Delta_0=60$ meV, $\beta=60$ meV per percent strain, $\hbar\omega=30$ meV, $m_K=0.5$ and $m_Q=0.8$ electron masses, and $T=300$ K, so $kT=25.85$ meV. The remaining inputs are $\rho=3\times10^{-6}$ kg/m$^2$, $v=6000$ m/s, $D=2\times10^8$ eV/cm, $\Gamma_b=10$ ps$^{-1}$ and $D_{\rm ac}=3$ eV in both valleys. Here $\beta$ and $D_{\rm ac}$ are treated as independent inputs. For strictly isotropic valleys they are linked: biaxial strain $s$ is an in-plane dilation $2s$, so $\beta=2(D_{{\rm ac},Q}-D_{{\rm ac},K})$, and equal magnitudes of 3 eV would give $\beta=0$ or $\pm120$ meV per percent. The real Q valleys are anisotropic, so a single $D_{\rm ac}$ for them is only an effective value. The size of the gain found below depends on this choice. For K electrons they give $\Gamma_0=10.0+3.44=13.44$ ps$^{-1}$, an absorption rate of 6.74 ps$^{-1}$ and an emission rate of 21.50 ps$^{-1}$. The lifetimes are $\tau_0=74.4$, $\tau_1=49.6$ and $\tau_2=24.0$ fs.

Without strain, $a=30/25.85=1.16$ and $b=90/25.85=3.48$, so $W(a)=0.677$ and $W(b)=0.138$. The mean lifetime in Eq.~(\ref{muK}) is
\begin{equation}
74.4-24.8\times0.677-25.6\times0.138=54.1\ \text{fs}.
\end{equation}
A lifetime of 74.4 fs corresponds to 261.7 cm$^2$/(V\,s), so $\mu_K=261.7\times54.1/74.4\simeq190$ cm$^2$/(V\,s). Only $e^{-a}\simeq31\%$ of K electrons lie above the absorption threshold, but they hold 68\% of the weight $xe^{-x}$ and, even with their shorter lifetimes, carry more than half of the K current. This is why a threshold above the mean thermal energy still limits the mobility.

The population ratio is $r=4.8\,e^{-60/25.85}=0.47$, or $f_Q=0.32$. With $\mu_Q=103$ cm$^2$/(V\,s),
\begin{equation}
\mu=0.68\times190+0.32\times103\simeq162\ \text{cm}^2/(\text{V\,s}).
\end{equation}
The same calculation at other strains gives the following values, with mobilities in cm$^2$/(V\,s).

\begin{center}
\begin{tabular}{rrrrrr}
$s$ (\%) & $\Delta$ (meV) & $W(a)$ & $f_Q$ & $\mu_K$ & $\mu$\\
$-0.5$ & 30 & 1.00 & 0.60 & 145 & 120\\
0 & 60 & 0.68 & 0.32 & 190 & 162\\
0.5 & 90 & 0.33 & 0.13 & 228 & 212\\
1 & 120 & 0.14 & 0.04 & 248 & 241\\
2 & 180 & 0.02 & 0.005 & 260 & 259
\end{tabular}
\end{center}

Two percent tension raises the mobility by 60\% relative to its unstrained value. Most of the gain comes in the first percent; the second adds about 18 cm$^2$/(V\,s), since the K-only limit of 262 cm$^2$/(V\,s) is near. A compression of 0.5\% lowers the mobility to 120 cm$^2$/(V\,s). This trend does not continue indefinitely: under strong compression the Q valleys become the lowest, and the populations and open channels change character.

The two causes can be separated. Changing the scattering while holding the populations at their unstrained values gives a gain of 29\%. Changing the populations while holding $\mu_K$ and $\mu_Q$ fixed gives 17\%. The remaining 14 percentage points are the product of the two changes: the electrons returned to K also benefit from the improved $\mu_K$. At zero strain, Eq.~(\ref{slope}) gives 1.09 from scattering and 0.74 from population, in cm$^2$/(V\,s) per meV of gap.

These results were tested against a matrix solution of the coupled Boltzmann equation that keeps the in-scattering terms. It uses the same isotropic rates, so it tests the solution of the model and not the assumption of isotropy. The total mobilities at gaps of 60, 120 and 180 meV agree within 0.3\%, and the slope at zero strain within 1\%. The intervalley absorption rate and the acoustic rate were also tested against explicit sums over final states, within 2\% and 3\%.

\section{When strain helps little}

If the unstrained gap is already 200 meV, the same two percent strain raises the mobility by only 0.5\%. There is almost no K--Q scattering left to suppress and almost no Q population to transfer. The gain from this mechanism therefore depends strongly on $\Delta_0$, measured against $\hbar\omega$ and $kT$. A change measured on a strained device can also contain other contributions, such as altered masses or contacts, which the model does not describe.

Strong background scattering is a different limit. Raising $\Gamma_b$ tenfold, to 100 ps$^{-1}$, reduces the gain from 60\% to 21\%. In the formulas it does not go to zero as $\Gamma_b$ grows further. All lifetimes then become equal, and $\mu$ is proportional to $f_K+f_Qm_K/m_Q=1-0.375f_Q$. As $f_Q$ falls from 0.32 to 0.005, this factor rises from 0.88 to 1.00, a gain of about 13\%. That remainder comes from moving electrons into the lighter valley and would be present without any K--Q scattering. This is a limit of the formulas, not a prediction for a very dirty sheet: at $\Gamma_b=100$ ps$^{-1}$ the level width $\hbar\Gamma_b\simeq66$ meV already exceeds $kT$, and the picture of free flight between collisions fails.

The model also has limits of its own. Sharp thresholds require a level width $\hbar/\tau$ well below $kT$. In the worked case it is about 9 meV below the absorption threshold but 27 meV above the emission threshold, so the steps would be smeared and the mobilities are only estimates. Spin--orbit splitting of the Q valleys, neglected here, can be comparable to the gap used in the worked case. If it raises half of the Q states while $\Delta$ marks the lower half, fewer states lie within reach and the gain from strain in that case is smaller. The occupation $e^{-E/kT}$ also requires a low density. With the worked parameters and no strain, the occupation at the K edge reaches 0.1 at about $1.7\times10^{12}$ cm$^{-2}$ and one half at about $1.2\times10^{13}$ cm$^{-2}$. As the density rises through this range, Pauli blocking and the filling of states above the K edge increasingly change the thermal weights. Polar optical phonons and charged impurities favour small-angle scattering, which the isotropic rate $\Gamma_b$ does not describe. Strain-induced changes of mass or phonon energy would add to the effect or oppose it. Within the stated regime, a substantial rise in mobility under tension needs Q valleys that start within thermal reach of K and move away from it. For $\Delta\ge\hbar\omega$ the mobility is then certain to rise if the Q electrons are the less mobile; if they are the more mobile, it rises only while the reduced scattering outweighs the loss of Q electrons.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K; kT: 25.85 meV
Masses K, Q: 0.50, 0.80 electron masses
Valleys K, Q: 2, 6
Sheet density: 3.0e-06 kg/m^2
Sound speed: 6000 m/s
Acoustic deformation potential: 3.0 eV
Intervalley coupling: 2.0e+08 eV/cm
Phonon energy: 30 meV; occupation N: 0.456
Gap at zero strain: 60 meV
Gap slope: 60 meV per percent strain
Background rate: 10.0 1/ps
Acoustic rate K, Q: 3.44, 5.51 1/ps
K to Q absorption rate: 6.74 1/ps
K to Q emission rate: 21.50 1/ps
Q to K total rate: 5.88 1/ps
Absorption rate from state sum: 6.74 1/ps
Acoustic K rate from state sum: 3.43 1/ps
K lifetimes t0, t1, t2: 74.4, 49.6, 24.0 fs
Q mobility: 102.8 cm^2/(V s)
Columns: strain %, gap meV, absorbing weight %, emitting weight %,
  electrons in Q %, K mobility, total mobility in cm^2/(V s)
 -0.5     30  100.00   32.61   60.06   145.0   119.7
  0.0     60   67.70   13.79   32.03   190.2   162.2
  0.5     90   32.61    5.44   12.87   228.3   212.2
  1.0    120   13.79    2.05    4.42   247.8   241.4
  2.0    180    2.05    0.27    0.45   259.7   259.0
Matrix mobility at gap 60 meV: 162.3 cm^2/(V s)
Matrix mobility at gap 120 meV: 241.5 cm^2/(V s)
Matrix mobility at gap 180 meV: 259.1 cm^2/(V s)
K-only limit: 261.7 cm^2/(V s)
Slopes at zero strain, cm^2/(V s) per meV of gap:
  from scattering: 1.089
  from population: 0.736
  sum: 1.824; matrix: 1.824
Total gain at 2% strain: 59.7 %
Gain, populations frozen: 29.1 %
Gain, K and Q mobilities frozen: 17.0 %
Gain with no K-Q coupling: 17.0 %
Gain from a 200 meV initial gap: 0.52 %
Gain with background 100 1/ps: 21.1 %
\end{verbatim}
